# Line-integral polarization and magnetization of a neutral molecule: two derivations, part 2

A molecule made of point charges \(e_a\) at positions \(\mathbf q_a(t)\), with velocities \(\mathbf v_a=d\mathbf q_a/dt\) and total charge \(Q=\sum_a e_a\), has the charge and current densities

\[
\rho(\mathbf x,t)=\sum_a e_a\,\delta(\mathbf x-\mathbf q_a),\qquad
\mathbf j(\mathbf x,t)=\sum_a e_a\mathbf v_a\,\delta(\mathbf x-\mathbf q_a).
\]

The problem is to express both, for \(Q=0\), through a polarization \(\mathbf P\) and a magnetization \(\mathbf M\) that vanish outside the molecule. In the SI convention,

\[
\boxed{\;\rho=-\operatorname{div}\mathbf P,\qquad
\mathbf j=\frac{\partial\mathbf P}{\partial t}+\operatorname{curl}\mathbf M\;}
\]

A first derivation, in real space, obtained this by differentiating delta functions as distributions. It uses a path \(\mathbf r(s,t)\), \(0\le s\le1\), from a reference point \(\mathbf R(t)\), with velocity \(\mathbf V=d\mathbf R/dt\), to each charge. Subscripts \(s\) and \(t\) on \(\mathbf r\) denote partial derivatives, \(\nabla\) acts on \(\mathbf x\), and \(\mathbf d_a=\mathbf q_a-\mathbf R\). For any \(Q\) it gives

\[
\rho+\operatorname{div}\mathbf P=Q\,\delta(\mathbf x-\mathbf R),
\]

\[
\mathbf j-\frac{\partial\mathbf P}{\partial t}-\operatorname{curl}\mathbf M
=Q\mathbf V\,\delta(\mathbf x-\mathbf R).
\]

The magnetization splits into a relative (internal) part and the Röntgen term \(\mathbf P\times\mathbf V\):

\[
\mathbf M=\sum_a e_a\int_0^1ds\;s\,
\mathbf d_a\times(\mathbf v_a-\mathbf V)\,
\delta(\mathbf x-\mathbf R-s\mathbf d_a)
+\mathbf P\times\mathbf V .
\]

The numerical example uses atomic units: charge in units of the elementary charge \(e\), length in Bohr radii \(a_0\), and time in \(t_0=\hbar/E_h\), where \(E_h\) is the hartree. The model molecule has charges \(2,-1,-1\), with

\[
\begin{aligned}
\mathbf q_1&=(0,0,0.2),&\mathbf v_1&=(0.1,0,0),\\
\mathbf q_2&=(1.2,0.3,0),&\mathbf v_2&=(0.2,0.5,-0.1),\\
\mathbf q_3&=(-0.5,0.9,-0.4),&\mathbf v_3&=(0.3,-0.2,0.4).
\end{aligned}
\]

The reference point is \(\mathbf R=(0.1,0,0)\), moving with \(\mathbf V=(0.1,0.2,0)\), and the field point is \(\mathbf x=(0.5,0.4,0.1)\,a_0\). In the smeared fields, each delta function is replaced by a normalized Gaussian of width \(\sigma=0.5\,a_0\). A charged variant raises the first charge to \(3e\), so that \(Q=e\).

## Second half: from the coupling to potentials, and what the derivations assume

The molecule has charges \(e_a\) at \(\mathbf q_a\), velocities \(\mathbf v_a\) and total charge \(Q=0\). The reference point \(\mathbf R\) has velocity \(\mathbf V\), and \(\mathbf d_a=\mathbf q_a-\mathbf R\). Each charge is joined to \(\mathbf R\) by \(\mathbf r(s,t)=\mathbf R+s\mathbf d\), with \(\mathbf r_s=\mathbf d\) and \(\mathbf r_t=(1-s)\mathbf V+s\mathbf v\). The fields are

\[
\mathbf P=\sum_a e_a\int_0^1ds\,\mathbf r_s\,\delta(\mathbf x-\mathbf r),\qquad
\mathbf M=\sum_a e_a\int_0^1ds\,(\mathbf r_s\times\mathbf r_t)\,\delta(\mathbf x-\mathbf r),
\]

with the path of charge \(a\) understood in each term. The result to be derived again is \(\rho=-\operatorname{div}\mathbf P\) and \(\mathbf j=\partial\mathbf P/\partial t+\operatorname{curl}\mathbf M\).

The second derivation starts from the way charges couple to an electromagnetic field. Let \(\phi(\mathbf x,t)\) and \(\mathbf A(\mathbf x,t)\) be smooth potentials, with

\[
\mathbf E=-\nabla\phi-\frac{\partial\mathbf A}{\partial t},\qquad
\mathbf B=\operatorname{curl}\mathbf A .
\]

The interaction Lagrangian of the charges is

\[
L_{\rm int}=\sum_a e_a\left[\mathbf v_a\cdot\mathbf A(\mathbf q_a,t)-\phi(\mathbf q_a,t)\right]
=\int d^3x\,(\mathbf j\cdot\mathbf A-\rho\phi).
\]

We shall rewrite it in terms of \(\mathbf E\) and \(\mathbf B\) on the paths, and then compare the coefficients of the arbitrary potentials.

The scalar potential needs the fundamental theorem of calculus along one path:

\[
\phi(\mathbf q_a,t)-\phi(\mathbf R,t)
=\int_0^1ds\,\frac{\partial}{\partial s}\phi(\mathbf r,t)
=\int_0^1ds\,\mathbf r_s\cdot\nabla\phi(\mathbf r,t).
\]

Multiply by \(e_a\) and sum. The terms at \(\mathbf R\) add to \(Q\phi(\mathbf R,t)=0\), and the definition of \(\mathbf P\) turns the rest into a space integral:

\[
\sum_a e_a\phi(\mathbf q_a,t)=\int d^3x\,\mathbf P\cdot\nabla\phi .
\]

For the vector potential, consider its line integral along a moving path. Its integrand changes because the tangent changes, because \(\mathbf A\) changes in time, and because the path moves to places where \(\mathbf A\) is different. In components, with summation over repeated indices,

\[
\frac{d}{dt}\left[\mathbf r_s\cdot\mathbf A(\mathbf r,t)\right]
=\mathbf r_{st}\cdot\mathbf A
+\mathbf r_s\cdot\frac{\partial\mathbf A}{\partial t}
+(\mathbf r_s)_i(\mathbf r_t)_j\,\partial_jA_i ,
\]

where \(d/dt\) is taken at fixed \(s\). The derivative of \(\mathbf r_t\cdot\mathbf A\) along the path, at fixed time, is

\[
\frac{\partial}{\partial s}\left[\mathbf r_t\cdot\mathbf A(\mathbf r,t)\right]
=\mathbf r_{ts}\cdot\mathbf A
+(\mathbf r_t)_j(\mathbf r_s)_i\,\partial_iA_j .
\]

Subtract the first equation from the second. The mixed derivatives cancel, leaving

\[
\frac{\partial}{\partial s}(\mathbf r_t\cdot\mathbf A)
-\frac{d}{dt}(\mathbf r_s\cdot\mathbf A)
=-\mathbf r_s\cdot\frac{\partial\mathbf A}{\partial t}
+(\mathbf r_s)_i(\mathbf r_t)_j(\partial_iA_j-\partial_jA_i).
\]

The antisymmetric combination of derivatives is the magnetic field. For any two vectors \(\mathbf a\) and \(\mathbf b\),

\[
(\mathbf a\times\mathbf b)\cdot\operatorname{curl}\mathbf A
=a_ib_j(\partial_iA_j-\partial_jA_i),
\]

which is the expansion of a scalar product of two vector products. The last term is therefore \((\mathbf r_s\times\mathbf r_t)\cdot\mathbf B(\mathbf r,t)\). Integrate over \(s\), using \(\mathbf r_t=\mathbf v_a\) at the charge and \(\mathbf r_t=\mathbf V\) at the reference point:

\[
\begin{aligned}
\mathbf v_a\cdot\mathbf A(\mathbf q_a,t)-\mathbf V\cdot\mathbf A(\mathbf R,t)
={}&\frac{d}{dt}\int_0^1ds\,\mathbf r_s\cdot\mathbf A
-\int_0^1ds\,\mathbf r_s\cdot\frac{\partial\mathbf A}{\partial t}\\
&+\int_0^1ds\,(\mathbf r_s\times\mathbf r_t)\cdot\mathbf B .
\end{aligned}
\]

This equation gives \(\mathbf M\) a geometric meaning. During a short time \(dt\), a piece \(ds\) of the path sweeps out the directed area \((\mathbf r_s\times\mathbf r_t)\,ds\,dt\). The last integral is the magnetic flux through the swept surface, per unit time. The magnetization is the distribution that multiplies \(\mathbf B\) to produce this flux, weighted by the charge.

Multiply by \(e_a\) and sum. The terms at the reference point give \(Q\mathbf V\cdot\mathbf A(\mathbf R,t)=0\). Subtracting the scalar-potential terms, we obtain

\[
L_{\rm int}=\frac{d}{dt}\int d^3x\,\mathbf P\cdot\mathbf A
+\int d^3x\,(\mathbf P\cdot\mathbf E+\mathbf M\cdot\mathbf B).
\]

The total time derivative does not affect the equations of motion. Removing it is the Lagrangian form of the Power–Zienau–Woolley transformation, and it leaves a coupling to fields in place of potentials.

To recover the source identities, keep the total derivative and write it out:

\[
\frac{d}{dt}\int d^3x\,\mathbf P\cdot\mathbf A
=\int d^3x\left(\frac{\partial\mathbf P}{\partial t}\cdot\mathbf A
+\mathbf P\cdot\frac{\partial\mathbf A}{\partial t}\right).
\]

The second term cancels the part \(-\mathbf P\cdot\partial\mathbf A/\partial t\) of \(\mathbf P\cdot\mathbf E\). The part with \(\phi\) and the magnetic term are integrated by parts:

\[
-\int d^3x\,\mathbf P\cdot\nabla\phi
=\int d^3x\,\phi\,\operatorname{div}\mathbf P,\qquad
\int d^3x\,\mathbf M\cdot\operatorname{curl}\mathbf A
=\int d^3x\,\mathbf A\cdot\operatorname{curl}\mathbf M .
\]

The second equality follows from \(\operatorname{div}(\mathbf A\times\mathbf M)=\mathbf M\cdot\operatorname{curl}\mathbf A-\mathbf A\cdot\operatorname{curl}\mathbf M\). No surface terms appear, because \(\mathbf P\) and \(\mathbf M\) vanish away from the finite segments. Altogether,

\[
\int d^3x\,(\mathbf j\cdot\mathbf A-\rho\phi)
=\int d^3x\left[\left(\frac{\partial\mathbf P}{\partial t}
+\operatorname{curl}\mathbf M\right)\cdot\mathbf A
+\phi\,\operatorname{div}\mathbf P\right].
\]

The potentials at any instant are arbitrary smooth functions. Setting \(\mathbf A=0\) gives \(\rho=-\operatorname{div}\mathbf P\), and setting \(\phi=0\) gives \(\mathbf j=\partial\mathbf P/\partial t+\operatorname{curl}\mathbf M\). This completes the second derivation.

The coupling also shows when a molecule may be described by a few moments. If the fields vary little over the distances \(|\mathbf d_a|\), expand the delta functions about \(\mathbf R\):

\[
\delta(\mathbf x-\mathbf R-s\mathbf d_a)
=\delta(\mathbf x-\mathbf R)-s(\mathbf d_a\cdot\nabla)\delta(\mathbf x-\mathbf R)+\cdots .
\]

Since \(\int_0^1ds=1\) and \(\int_0^1s\,ds=1/2\), the first terms of the polarization are

\[
\mathbf P=\boldsymbol\mu\,\delta(\mathbf x-\mathbf R)
-\frac12\sum_a e_a\mathbf d_a(\mathbf d_a\cdot\nabla)\delta(\mathbf x-\mathbf R)+\cdots,
\qquad \boldsymbol\mu=\sum_a e_a\mathbf d_a .
\]

They are the electric dipole and quadrupole terms. These two terms give the coupling to \(\mathbf E\) exactly if \(\mathbf E\) varies linearly across the molecule. They become inaccurate when higher derivatives of the field matter over the distances \(|\mathbf d_a|\), while the line integrals remain valid.

Integrating the full fields over space replaces each delta function by one:

\[
\int d^3x\,\mathbf P=\boldsymbol\mu,\qquad
\int d^3x\,\mathbf M=\frac12\sum_a e_a\mathbf d_a\times(\mathbf v_a-\mathbf V)
+\boldsymbol\mu\times\mathbf V .
\]

The factor \(1/2\) is again \(\int_0^1s\,ds\). For the model molecule of the first half, \(\mathbf d_1=(-0.1,0,0.2)\), \(\mathbf d_2=(1.1,0.3,0)\) and \(\mathbf d_3=(-0.6,0.9,-0.4)\), in \(a_0\). Thus

\[
\boldsymbol\mu=2\mathbf d_1-\mathbf d_2-\mathbf d_3=(-0.7,-1.2,0.8)\;ea_0 .
\]

In units of \(ea_0^2/t_0\), the relative motion contributes \((-0.045,-0.135,-0.160)\) to the integral of \(\mathbf M\), and \(\boldsymbol\mu\times\mathbf V\) contributes \((-0.160,0.080,-0.020)\). Their sum is \((-0.205,-0.055,-0.180)\). Numerical integration of the smeared fields over space gives the same moments.

Unless \(\boldsymbol\mu\times\mathbf V=0\), the integral of \(\mathbf M\) differs from the magnetic moment of the current about \(\mathbf R\), which is

\[
\frac12\int d^3x\,(\mathbf x-\mathbf R)\times\mathbf j
=\frac12\sum_a e_a\mathbf d_a\times\mathbf v_a
=\int d^3x\,\mathbf M-\frac12\boldsymbol\mu\times\mathbf V .
\]

The missing part belongs to \(\partial\mathbf P/\partial t\). On each segment \(\mathbf x-\mathbf R=s\mathbf d_a\) is parallel to \(\mathbf P_a\), so \(\int(\mathbf x-\mathbf R)\times\mathbf P\,d^3x=0\) at all times. Differentiating this gives

\[
\int d^3x\,(\mathbf x-\mathbf R)\times\frac{\partial\mathbf P}{\partial t}
=\mathbf V\times\boldsymbol\mu=-\boldsymbol\mu\times\mathbf V ,
\]

and half of it is the difference found above.

The reference point is a choice, and so are the values of \(\mathbf P\) and \(\mathbf M\) at a given place. With \(\mathbf R'=(-0.3,0.2,0.1)\,a_0\) at rest, the smeared polarization at the field point used before changes from \((-0.336,-0.244,0.160)\) to \((-0.399,-0.164,0.112)\;e/a_0^2\). The densities \(\rho\) and \(\mathbf j\) contain no reference point and stay the same. The tests confirm both identities for this choice too. More generally, for any smooth vector field \(\mathbf N\), the replacements

\[
\mathbf P\to\mathbf P+\operatorname{curl}\mathbf N,\qquad
\mathbf M\to\mathbf M-\frac{\partial\mathbf N}{\partial t}
\]

leave the sources unchanged. The divergence of a curl vanishes, and the two additions to the current cancel. The division of a current into polarization and magnetization parts is therefore not an observable property of the molecule.

In molecular quantum electrodynamics, positions and velocities are operators that do not commute. Take \(\mathbf R\) fixed and leave out spin. For a charge \(e_a\) of mass \(m\), the velocity is \(\mathbf v=(\mathbf p-e_a\mathbf A(\mathbf q))/m\), and for a function \(F(\mathbf q)\)

\[
[v_k,F]=-\frac{i\hbar}{m}\frac{\partial F}{\partial q_k}.
\]

Let the Hamiltonian \(H\) consist of the kinetic energies \(m\mathbf v^2/2\) and terms that commute with all particle positions, such as the Coulomb energy and the energy of the free field. Then

\[
\begin{aligned}
\frac{i}{\hbar}[H,F]
&=\frac{im}{2\hbar}\sum_k\left(v_k[v_k,F]+[v_k,F]v_k\right)\\
&=\frac12\sum_k\left(v_k\frac{\partial F}{\partial q_k}
+\frac{\partial F}{\partial q_k}v_k\right).
\end{aligned}
\]

The classical rate of change \(\mathbf v\cdot\partial F/\partial\mathbf q\) has become its symmetrized form. Define \(\mathbf j\) and \(\mathbf M\) by the same rule, replacing each product \(f(\mathbf q)v_k\) by \((fv_k+v_kf)/2\). The classical identity for the current holds for every value of the velocities and is linear in them, so the coefficient functions of each \(v_k\) agree on both sides. Symmetrization is linear in those functions, and derivatives with respect to the field point \(\mathbf x\) commute with it. The identity therefore holds for the operators. The charge identity contains functions of position alone and needs no ordering rule.

This was tested for an electron in a given static vector potential, with the nucleus fixed at \(\mathbf R=0\), by applying both sides to an unnormalized trial function. The Coulomb energy commutes with \(\mathbf P\) and was left out. At the point examined, the largest component of the current side is \(0.156\) atomic units, and the two sides differ by about \(10^{-11}\) atomic units.

The two derivations share several assumptions. Both need neutrality, since each leaves a term proportional to \(Q\) at the inner end of the paths. Both use \(\mathbf r_{st}=\mathbf r_{ts}\) along the paths. A continuous path with corners at fixed values of \(s\) is also allowed if this equality holds on each smooth piece, because the end-point terms of adjoining pieces cancel where they meet. Neither uses the straightness of the paths: the steps involve the tangent, the velocity and the end points. Curved paths joining \(\mathbf R\) to the charges are therefore allowed, with \(\mathbf P\) and \(\mathbf M\) written in terms of \(\mathbf r_s\) and \(\mathbf r_t\). For any such path \(\mathbf r_t\) is \(\mathbf V\) plus the velocity relative to \(\mathbf R\), so the Röntgen term \(\mathbf P\times\mathbf V\) still separates, and \(\int_0^1\mathbf r_s\,ds=\mathbf d\) still gives \(\int\mathbf P\,d^3x=\boldsymbol\mu\). Straightness enters the explicit form of the relative part of \(\mathbf M\), the second-order term of \(\mathbf P\), and the value of \(\int\mathbf M\,d^3x\) with its relation to the magnetic moment of the current. That moment itself, \(\frac12\sum_a e_a\mathbf d_a\times\mathbf v_a\), contains no path. Bending the paths also leaves the symmetric quadrupole moment \(\frac12\sum_a e_a(\mathbf d_a)_i(\mathbf d_a)_j\) unchanged and adds only an antisymmetric part to the second-order term. Neither derivation uses an equation of motion for the charges or an expansion in their speed.

They differ in what else they take for granted. The derivation in real space assumes the definitions of \(\rho\) and \(\mathbf j\) and the rules for differentiating distributions. It mentions no electromagnetic field, and it shows point by point how the contributions cancel. The derivation from the Lagrangian assumes that the charges couple to potentials in the standard way. Writing the fields through potentials builds in \(\operatorname{div}\mathbf B=0\) and Faraday's law. In return, it yields the multipolar coupling and the total derivative that separates it from the original one.

It also assumes that the potentials can be varied freely. Suppose that only vector potentials with \(\operatorname{div}\mathbf A=0\) were admitted, as in the Coulomb gauge. The comparison would then show only that

\[
\mathbf K=\mathbf j-\frac{\partial\mathbf P}{\partial t}-\operatorname{curl}\mathbf M
\]

is a gradient. Taking \(\mathbf A=\operatorname{curl}\mathbf W\) with an arbitrary localized \(\mathbf W\) and integrating by parts gives \(\int\mathbf W\cdot\operatorname{curl}\mathbf K\,d^3x=0\), so \(\operatorname{curl}\mathbf K=0\) in all space and \(\mathbf K\) is a gradient. The comparison cannot show more, because a gradient integrates to zero against every such \(\mathbf A\) that is localized. Charge conservation closes the gap. Together with \(\rho=-\operatorname{div}\mathbf P\), it gives \(\operatorname{div}\mathbf K=0\), so \(\mathbf K\) is the gradient of a function that satisfies Laplace's equation everywhere. Each component of \(\mathbf K\) then satisfies Laplace's equation as well. Since \(\mathbf K\) vanishes outside the molecule, it vanishes everywhere. The real-space derivation does not need this extra step, because it never passes through a restricted set of potentials.

## Numbers as computed

```
Gaussian width: 0.500000 a0
charge 1: 2.000000 e
  position 1: 0.000000 0.000000 0.200000 a0
  velocity 1: 0.100000 0.000000 0.000000 a0/t0
charge 2: -1.000000 e
  position 2: 1.200000 0.300000 0.000000 a0
  velocity 2: 0.200000 0.500000 -0.100000 a0/t0
charge 3: -1.000000 e
  position 3: -0.500000 0.900000 -0.400000 a0
  velocity 3: 0.300000 -0.200000 0.400000 a0/t0
reference point R: 0.100000 0.000000 0.000000 a0
its velocity V: 0.100000 0.200000 0.000000 a0/t0
field point x: 0.500000 0.400000 0.100000 a0
P(x): -0.336020 -0.243799 0.159955 e/a0^2
M(x): -0.028372 -0.010707 -0.090603 e/(a0 t0)
rho(x) from definition: 0.230121 e/a0^3
-div P(x): 0.230121 e/a0^3
dP/dt(x): -0.094204 -0.260678 0.050454 e/(a0^2 t0)
curl of internal M: 0.015931 0.067925 0.026063 e/(a0^2 t0)
curl of Roentgen part P x V: 0.077911 0.106228 -0.068316 e/(a0^2 t0)
dP/dt + curl M: -0.000362 -0.086524 0.008201 e/(a0^2 t0)
j(x) from definition: -0.000362 -0.086524 0.008201 e/(a0^2 t0)
rho(x) in SI: 2.48807e+11 C/m^3
j(x) in SI: -8.56653e+14 -2.04659e+17 1.93973e+16 A/m^2
moving R, 8 points, largest charge residue: 1.7e-11 e/a0^3
moving R, largest current residue: 9.4e-12 e/(a0^2 t0)
space integral of P: -0.700000 -1.200000 0.800000 e a0
sum e d: -0.700000 -1.200000 0.800000 e a0
space integral of M: -0.205000 -0.055000 -0.180000 e a0^2/t0
half sum e d x (v-V): -0.045000 -0.135000 -0.160000 e a0^2/t0
mu x V: -0.160000 0.080000 -0.020000 e a0^2/t0
other reference point, at rest: -0.300000 0.200000 0.100000 a0
P(x) with other reference: -0.398555 -0.164444 0.112057 e/a0^2
M(x) with other reference: -0.012938 -0.019434 -0.123195 e/(a0 t0)
other reference, largest charge residue: 1.8e-11 e/a0^3
other reference, largest current residue: 8.1e-12 e/(a0^2 t0)
net charge of charged variant (charge 1 raised): 1.000000 e
its rho + div P at x: 0.262534 e/a0^3
its j - dP/dt - curl M at x: 0.026253 0.052507 -0.000000 e/(a0^2 t0)
operator identity, largest |j psi|: 0.156228 a.u.
operator identity, largest difference: 1.3e-11 a.u.
```
